# Interband Conductivity and Logarithmic Dielectric Function of a Weyl Node

## 1. Definitions and conventions

Hartree atomic units are used: $e=\hbar=4\pi\varepsilon_0=1$, and the electron has charge $-1$. Fields and currents vary as $e^{-i\omega t}$. With $D=E+4\pi P$ and $j=dP/dt=-i\omega P$, the polarization is $P=ij/\omega$, so that

$$\varepsilon(\omega)=1+\frac{4\pi i\,\sigma(\omega)}{\omega},\qquad
\mathrm{Im}\,\varepsilon=\frac{4\pi\,\mathrm{Re}\,\sigma}{\omega},\qquad
\mathrm{Re}\,\varepsilon=1-\frac{4\pi\,\mathrm{Im}\,\sigma}{\omega}.$$

One Weyl node is described by

$$H=\chi v\,\boldsymbol\sigma\cdot\mathbf k,\qquad \chi=\pm1,\qquad E_\pm=\pm vk,\qquad \Delta=E_+-E_-=2vk .$$

Here $\mathbf k$ is measured from the node, $v$ is the velocity and $\chi$ the chirality. The chemical potential $\mu$ is measured from the node energy. The interband edge is $\omega_0=2|\mu|$. The linear model is used for interband energies up to a cutoff $\omega_c>\omega_0$.

The node is isotropic and untilted, the temperature is zero unless stated otherwise, and the field is uniform and weak. Scattering and electron interactions beyond the macroscopic field are left out. For $N$ identical nodes the dielectric function is written as

$$\varepsilon=\varepsilon_b+N(\varepsilon_{\rm inter}+\varepsilon_{\rm intra}),$$

where the constant $\varepsilon_b$ contains the vacuum value 1 and the response of remote bands. The results per node are

$$\mathrm{Re}\,\sigma=\frac{\omega}{24\pi v}\quad(\omega_0<\omega<\omega_c),\qquad
\mathrm{Re}\,\varepsilon_{\rm inter}=\frac{1}{6\pi v}\ln\left|\frac{\omega_c^2-\omega^2}{\omega_0^2-\omega^2}\right|.$$

The cutoff belongs to the second result: if the linear conductivity law is continued to infinite frequency, the Kramers-Kronig integral for $\mathrm{Re}\,\varepsilon$ diverges.

## 2. The velocity matrix element

The velocity operator is $v_x=\partial H/\partial k_x=\chi v\sigma_x$. With $\mathbf n=\mathbf k/k$, the band projectors are $P_\pm=\frac12(1\pm\chi\,\mathbf n\cdot\boldsymbol\sigma)$. They give the squared matrix element without a choice of spinor phases:

$$|\langle+|v_x|-\rangle|^2=v^2\,\mathrm{Tr}\,(P_+\sigma_xP_-\sigma_x).$$

Conjugation by $\sigma_x$ keeps $\sigma_x$ and reverses $\sigma_y$ and $\sigma_z$. Hence $\sigma_xP_-\sigma_x=\frac12(1-\chi\,\mathbf n'\cdot\boldsymbol\sigma)$ with $\mathbf n'=(n_x,-n_y,-n_z)$. Since $\mathrm{Tr}\,1=2$, $\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}$ and $\chi^2=1$,

$$|\langle+|v_x|-\rangle|^2=\frac{v^2}{2}(1-\mathbf n\cdot\mathbf n')
=\frac{v^2}{2}(1-n_x^2+n_y^2+n_z^2)=v^2(1-n_x^2).$$

The last step uses $n_y^2+n_z^2=1-n_x^2$. The average of $n_x^2$ over directions is $1/3$, so the average squared element is $2v^2/3$. Chirality has dropped out. States with $\mathbf k$ along the field do not absorb, because there the velocity operator is diagonal in the band basis.

## 3. From absorbed power to conductivity

Let $E(t)=E_0\cos\omega t$ point along $x$. For charge $-1$ the coupling is $\mathbf k\to\mathbf k+\mathbf A$ with $E=-dA/dt$; the factor $1/c$ is absorbed in $A$. This has the right sign, since the kinetic momentum then changes at the rate $dA/dt=-E$, the force on an electron. Integration gives $A=-(E_0/\omega)\sin\omega t$.

Because $H$ is linear in $\mathbf k$, the perturbation is $v_xA$ with no quadratic term. The part of it that varies as $e^{-i\omega t}$ has an interband element of magnitude $E_0|\langle+|v_x|-\rangle|/(2\omega)$. The golden rule gives the upward rate at one $\mathbf k$:

$$2\pi\,\frac{E_0^2|\langle+|v_x|-\rangle|^2}{4\omega^2}\,\delta(\omega-2vk).$$

Absorption minus stimulated emission has the statistical weight $f_-(1-f_+)-f_+(1-f_-)=f_--f_+$. Each net transition takes energy $\omega$ from the field. The absorbed power density is also the time average of $jE$, which is $\frac12\mathrm{Re}\,\sigma\,E_0^2$. Equating the two,

$$\frac12\mathrm{Re}\,\sigma\,E_0^2=\frac{\pi E_0^2}{2\omega}\int\!\frac{d^3k}{(2\pi)^3}|\langle+|v_x|-\rangle|^2(f_--f_+)\,\delta(\omega-2vk),$$

and therefore

$$\mathrm{Re}\,\sigma(\omega)=\frac{\pi}{\omega}\int\!\frac{d^3k}{(2\pi)^3}|\langle+|v_x|-\rangle|^2(f_--f_+)\,\delta(\omega-2vk).$$

After the angular average, $d^3k/(2\pi)^3$ becomes $k^2dk/(2\pi^2)$. The delta function sets $k=\omega/(2v)$ and contributes $1/(2v)$. Where the lower state is filled and the upper one empty,

$$\mathrm{Re}\,\sigma=\frac{\pi}{\omega}\cdot\frac{2v^2}{3}\cdot\frac{1}{2\pi^2}\cdot\frac{\omega^2}{4v^2}\cdot\frac{1}{2v}=\frac{\omega}{24\pi v}.$$

For $\mu>0$ the upper states with $vk<\mu$ are filled; for $\mu<0$ the lower states with $vk<|\mu|$ are empty. Either way $f_--f_+=0$ for $\omega<2|\mu|$, which is the Pauli edge.

The conductivity has the dimension of $e^2/\hbar$ per length, and $\omega/v$ is an inverse length. In ordinary units the law is thus $e^2\omega/(24\pi\hbar v)$, with the edge at $\hbar\omega=2|\mu|$. This form holds in both SI and Gaussian units.

As a numerical test, Weyl spinors were propagated in time under a weak pulse. The absorbed energy agreed with the conductivity law to about two parts in $10^4$.

**Finite temperature.** With $k_B=1$, write the Fermi function as $f(E)=\frac12[1-\tanh((E-\mu)/2T)]$. At the pair energies $\pm\omega/2$,

$$f_--f_+=\frac12\left[\tanh\frac{\omega/2+\mu}{2T}+\tanh\frac{\omega/2-\mu}{2T}\right].$$

This factor multiplies $\omega/(24\pi v)$ and rounds the edge. For $|\mu|\gg T$ it rises from 10% to 90% over a frequency interval $4T\ln9\approx8.8\,T$. At $\mu=0$ it becomes $\tanh(\omega/4T)$, which is 0.24 at $\omega=T$, 0.76 at $4T$ and 0.96 at $8T$. The linear law therefore needs $\omega$ of at least about $8T$ to hold within 4%; at lower frequencies thermal carriers occupy the upper states and empty the lower ones.

## 4. The Kramers-Kronig partner

The conductivity gives a constant absorptive part,

$$\mathrm{Im}\,\varepsilon_{\rm inter}=\frac{4\pi}{\omega}\cdot\frac{\omega}{24\pi v}=\frac{1}{6v}\qquad(\omega_0<\omega<\omega_c).$$

The number of pairs per unit energy grows as $\omega^2$. At fixed field strength the squared coupling contributes $1/\omega^2$, the energy absorbed per transition contributes $\omega$, and the conversion from conductivity to $\varepsilon$ contributes $1/\omega$. The product has no frequency dependence.

A causal response $g(\omega)$ is analytic in the upper half plane. If it vanishes at infinity, a contour along the real axis, indented above $x=\omega$ and closed at infinity, gives

$$0=P\!\!\int_{-\infty}^{\infty}\frac{g(x)}{x-\omega}dx-i\pi g(\omega),\qquad
\mathrm{Re}\,g(\omega)=\frac1\pi P\!\!\int_{-\infty}^{\infty}\frac{\mathrm{Im}\,g(x)}{x-\omega}dx .$$

For $g=\varepsilon_{\rm inter}$ the imaginary part is odd, because a real field produces a real polarization. Replacing $x$ by $-x$ on the negative half-axis and using $1/(x-\omega)+1/(x+\omega)=2x/(x^2-\omega^2)$,

$$\mathrm{Re}\,\varepsilon_{\rm inter}(\omega)=\frac2\pi P\!\!\int_0^\infty\frac{x\,\mathrm{Im}\,\varepsilon_{\rm inter}(x)}{x^2-\omega^2}dx
=\frac{1}{3\pi v}P\!\!\int_{\omega_0}^{\omega_c}\frac{x\,dx}{x^2-\omega^2}.$$

The antiderivative is $\frac12\ln|x^2-\omega^2|$. If the pole lies inside the range, the two ends $\omega-\delta$ and $\omega+\delta$ of the excluded interval together contribute $\frac12\ln[(2\omega\delta-\delta^2)/(2\omega\delta+\delta^2)]$, which tends to zero. What remains is

$$\mathrm{Re}\,\varepsilon_{\rm inter}(\omega)=\frac{1}{6\pi v}\ln\left|\frac{\omega_c^2-\omega^2}{\omega_0^2-\omega^2}\right|.$$

As $\omega_c\to\infty$ this diverges as $\ln\omega_c$. From $\mathrm{Im}\,\sigma_{\rm inter}=-\omega\,\mathrm{Re}\,\varepsilon_{\rm inter}/(4\pi)$, the partner in terms of the conductivity is

$$\mathrm{Im}\,\sigma_{\rm inter}(\omega)=-\frac{\omega}{24\pi^2v}\ln\left|\frac{\omega_c^2-\omega^2}{\omega_0^2-\omega^2}\right|.$$

Principal-value quadrature of the absorptive parts tests both formulas, below and above the edge.

The result diverges logarithmically to $+\infty$ at the sharp Pauli edge; temperature rounds this singularity. The opposite singularity at $\omega_c$ comes from the abrupt end of the model and has no physical meaning. The formula should be used for $\omega\ll\omega_c$.

### Complex frequency

Both parts are contained in one function of $z$ in the upper half plane:

$$\varepsilon_{\rm inter}(z)=\frac{1}{6\pi v}\left[\ln(\omega_c^2-z^2)-\ln(\omega_0^2-z^2)\right],$$

with principal logarithms. For $z=\omega+i0$ and $\omega>0$, $-z^2$ has an infinitesimal negative imaginary part. Between $\omega_0$ and $\omega_c$ the second argument is negative and has phase $-\pi$. The minus sign before its logarithm yields $+i\pi$, hence $\mathrm{Im}\,\varepsilon_{\rm inter}=1/(6v)$. Below $\omega_0$ both phases vanish; above $\omega_c$ they cancel.

In code, a strictly real $\omega$ can put the logarithm on the wrong side of its cut. It is safer to code the real and imaginary parts separately, or to keep a small positive imaginary part in $z$.

## 5. Derivation from interband dipoles

The same function follows without the Kramers-Kronig integral. Differentiate $H|-\rangle=E_-|-\rangle$ with respect to $k_x$ and project on $\langle+|$. The term with $\partial E_-$ vanishes by orthogonality, so

$$\langle+|v_x|-\rangle+E_+\langle+|\partial_{k_x}-\rangle=E_-\langle+|\partial_{k_x}-\rangle,
\qquad \langle+|\partial_{k_x}-\rangle=-\frac{\langle+|v_x|-\rangle}{\Delta}.$$

The interband position element $r=\langle+|i\partial_{k_x}-\rangle$ therefore satisfies $|r|^2=|\langle+|v_x|-\rangle|^2/\Delta^2$.

Apply the field $E_ze^{-izt}+E_z^*e^{iz^*t}$, with coupling energy $+xE$ for an electron. Measure energies from $E_-$. To first order the upper amplitude obeys $i\dot c=\Delta c+rE(t)$, with the solution $c=ae^{-izt}+be^{iz^*t}$, where

$$a=-\frac{rE_z}{\Delta-z},\qquad b=-\frac{rE_z^*}{\Delta+z^*}.$$

The induced dipole is $-(r^*c+rc^*)$. Its $e^{-izt}$ component is

$$-(r^*a+rb^*)=|r|^2\left(\frac{1}{\Delta-z}+\frac{1}{\Delta+z}\right)E_z=|r|^2\frac{2\Delta}{\Delta^2-z^2}E_z .$$

Summing over the allowed pairs and multiplying by $4\pi$,

$$\varepsilon_{\rm inter}(z)=4\pi\int\!\frac{d^3k}{(2\pi)^3}\,\frac{|\langle+|v_x|-\rangle|^2}{\Delta^2}\,\frac{2\Delta}{\Delta^2-z^2}.$$

With $k=\Delta/(2v)$ one has $k^2dk=\Delta^2d\Delta/(8v^3)$, and

$$\varepsilon_{\rm inter}(z)=4\pi\cdot\frac{2v^2}{3}\cdot\frac{1}{2\pi^2}\cdot\frac{2}{8v^3}\int_{\omega_0}^{\omega_c}\!\frac{\Delta\,d\Delta}{\Delta^2-z^2}
=\frac{1}{3\pi v}\int_{\omega_0}^{\omega_c}\!\frac{\Delta\,d\Delta}{\Delta^2-z^2}.$$

The last integral gives the complex logarithm of Section 4. A sum built from finite-difference overlaps of diagonalized states reproduces it for both chiralities, with a largest relative error of $1\times10^{-7}$.

**Velocity form.** The identity

$$\frac{1}{\Delta^2}\frac{2\Delta}{\Delta^2-z^2}=\frac{1}{z^2}\left[\frac{2\Delta}{\Delta^2-z^2}-\frac2\Delta\right]$$

gives two equivalent forms of the integrand. With the weight $1/\Delta^2$, velocity matrix elements can be used directly. With the prefactor $1/z^2$, the static term must be subtracted. Without the subtraction, $\varepsilon_{\rm inter}$ acquires the addition

$$\frac{1}{3\pi vz^2}\int_{\omega_0}^{\omega_c}\Delta\,d\Delta=\frac{\omega_c^2-\omega_0^2}{6\pi vz^2},$$

which diverges at low frequency. Its part $\omega_c^2/(6\pi vz^2)$ grows as the square of the cutoff and is spurious. Its part $-\omega_0^2/(6\pi vz^2)$ equals the intraband term $-\Omega^2/z^2$ of Section 7, so the unsubtracted form already contains the intraband response, and adding $\varepsilon_{\rm intra}$ to it counts that term twice.

## 6. The undoped node and the meaning of the cutoff

For $\mu=0$ and $\omega\ll\omega_c$,

$$\mathrm{Re}\,\varepsilon_{\rm inter}=\frac{1}{6\pi v}\ln\left(\frac{\omega_c^2}{\omega^2}-1\right)
\simeq\frac{1}{3\pi v}\ln\frac{\omega_c}{\omega}.$$

Far above $\omega$, each decade of pair energies up to $\omega_c$ adds nearly the same amount to the polarizability. At zero temperature there is no lower scale to stop the growth as $\omega\to0$. With doping, the interband part tends instead to the finite value $(3\pi v)^{-1}\ln(\omega_c/2|\mu|)$.

A real band structure departs gradually from linearity. Suppose that $\mathrm{Im}\,\varepsilon_{\rm inter}=g(x/\omega_c)/(6v)$, where $g(0)=1$, $g$ is flat at the origin and decays at least as fast as an inverse power at large argument. Relative to the sharp cutoff, the real part changes by

$$\frac{1}{3\pi v}P\!\!\int_0^\infty\frac{x\,[g(x/\omega_c)-\theta(\omega_c-x)]}{x^2-\omega^2}dx
\;\longrightarrow\;\frac{1}{3\pi v}\int_0^\infty\frac{g(y)-\theta(1-y)}{y}dy .$$

The limit is for $\omega\ll\omega_c$, where the bracket is small near $x=\omega$ and $\omega^2$ may be dropped from the denominator. The result is a constant and can be absorbed in $\varepsilon_b$. Thus $\varepsilon_b$ and $\omega_c$ are not separately measurable at low frequency, whereas the logarithmic slope per node is fixed by $v$.

A test with $v=0.2$ and a Gaussian cutoff at 1 hartree compares one node at two frequencies a factor of four apart, both far below the cutoff. The difference of $\mathrm{Re}\,\varepsilon$ is 0.7363, against 0.7355 from the logarithmic law.

## 7. The doped node: intraband response and plasmon

Take $\mu>0$, with Fermi wave number $k_F=\mu/v$. In a slowly varying $A$, an electron keeps its label $\mathbf k$ and has the band velocity at $\mathbf k+\mathbf A$. To first order, the particle flow is $A$ times the integral of the band curvature $\partial^2(vk)/\partial k_x^2=v(1-n_x^2)/k$. The electric current has the opposite sign:

$$j=-\mathcal D A,\qquad \mathcal D=\frac{2v}{3}\cdot\frac{1}{2\pi^2}\int_0^{k_F}k\,dk=\frac{vk_F^2}{6\pi^2}=\frac{\mu^2}{6\pi^2v}.$$

The filled lower band of a crystal carries no intraband current. For $\mu<0$, the missing electrons of the lower band, whose curvature is negative, give the same $\mathcal D$.

From $E=-dA/dt=i\omega A$ follows $A=-iE/\omega$, then $\sigma_{\rm intra}=i\mathcal D/\omega$, and finally

$$\varepsilon_{\rm intra}=-\frac{4\pi\mathcal D}{\omega^2}=-\frac{\Omega^2}{\omega^2},\qquad \Omega^2=\frac{2\mu^2}{3\pi v}.$$

The current of a numerically displaced Fermi sphere confirms this weight.

### Far above the edge

For $\omega_0\ll\omega\ll\omega_c$, expand the interband logarithm:

$$-\ln(\omega^2-\omega_0^2)=-\ln\omega^2+\frac{\omega_0^2}{\omega^2}+\frac{\omega_0^4}{2\omega^4}+\dots$$

The second term contributes $\omega_0^2/(6\pi v\omega^2)=4\mu^2/(6\pi v\omega^2)=\Omega^2/\omega^2$ to $\varepsilon_{\rm inter}$. It cancels the intraband term. At fixed cutoff, doping therefore changes $\mathrm{Re}\,\varepsilon$ by only $\omega_0^4/(12\pi v\omega^4)$ per node at leading order. The absorption removed below the edge reappears as intraband weight, so a calculation that keeps one effect and omits the other is wrong already at order $\mu^2/\omega^2$.

### Below the edge

For $0<\omega<\omega_0$ the derivative per node is

$$\frac{d}{d\omega}(\varepsilon_{\rm inter}+\varepsilon_{\rm intra})=\frac{\omega}{3\pi v}\left[\frac{1}{\omega_0^2-\omega^2}-\frac{1}{\omega_c^2-\omega^2}\right]+\frac{2\Omega^2}{\omega^3}>0 .$$

The total $\varepsilon$ rises from $-\infty$ at $\omega\to0$ to $+\infty$ at the edge, so it has exactly one zero there. This is the long-wavelength plasmon, at

$$\omega_p^2=\frac{N\Omega^2}{\varepsilon_b+N\varepsilon_{\rm inter}(\omega_p)} .$$

It has no interband damping in this model, since it lies below the Pauli edge. As $\varepsilon_{\rm inter}>0$ in this range, virtual pairs screen the oscillation and lower its frequency.

## 8. Worked example

Round model parameters are used: $N=8$ identical nodes, $v=0.2$ (about $4.4\times10^5$ m/s), $\omega_c=0.04$ hartree and $\varepsilon_b=10$. The doped case has $\mu=0.002$ hartree, so the edge is at $0.004$ hartree.

At $\omega=0.01$ hartree, both cases have

$$\mathrm{Re}\,\sigma=8\times\frac{0.01}{24\pi\times0.2}=8\times6.63\times10^{-4}=5.31\times10^{-3}\ \text{a.u.},$$

or $2.44\times10^4$ S/m. The absorptive part is $\mathrm{Im}\,\varepsilon=8/(6\times0.2)=6.67$ throughout the window. The prefactor of the logarithm is $8/(6\pi\times0.2)=2.12$. In the undoped case, $\mathrm{Re}\,\varepsilon$ rises by $2\times2.12\times\ln10=9.77$ per decade of decreasing frequency, far below the cutoff.

The real parts are as follows. The undoped and doped columns are totals that include $\varepsilon_b$; the inter and intra columns are summed over nodes for the doped case. The interband values, and with them the totals, depend on the shape of the cutoff. Far below the cutoff, another shape adds nearly a constant, which can be absorbed in $\varepsilon_b$ (Section 6). Closer to the cutoff the change also varies with frequency, so the lower rows of the table do not all shift by the same amount.

| $\omega$ (hartree) | undoped | inter | intra | doped |
|---|---|---|---|---|
| 0.001 | 25.65 | 9.91 | −33.95 | −14.04 |
| 0.003 | 20.98 | 11.51 | −3.77 | 17.74 |
| 0.005 | 18.79 | 10.96 | −1.36 | 19.60 |
| 0.010 | 15.75 | 6.12 | −0.34 | 15.78 |
| 0.020 | 12.33 | 2.42 | −0.08 | 12.33 |

At $0.001$ hartree the doped system is metallic, with negative $\varepsilon$. At $0.01$ hartree the two totals differ by 0.03, although the intraband term alone is about eleven times as large: this is the cancellation of Section 7. Its leading remainder is $\frac12\times2.12\times(0.4)^4=0.027$.

The total intraband weight is $8\times2\times(0.002)^2/(3\pi\times0.2)=3.40\times10^{-5}$ hartree$^2$. Its square root, $5.83\times10^{-3}$ hartree, lies above the Pauli edge. Screening by $\varepsilon_b$ alone moves the plasmon to $1.84\times10^{-3}$ hartree. At the true zero the interband part is 10.01, as large as the background, and

$$\omega_p=\sqrt{\frac{3.40\times10^{-5}}{10+10.01}}=1.30\times10^{-3}\ \text{hartree}=35.4\ \text{meV}.$$

The logarithm thus lowers the plasmon frequency by 29% relative to the value with $\varepsilon_b$ alone. This shift depends on how the background is divided between $\varepsilon_b$ and $\omega_c$. Far below the cutoff the total $\varepsilon$, and with it $\omega_p$, is nearly independent of that division; at $0.02$ hartree it is not, and doubling $\omega_c$ at fixed low-frequency $\varepsilon$ raises it by about 0.5. All these values are for $T\ll|\mu|$. At fixed $\mu$ the intraband weight grows by the factor $1+\pi^2T^2/(3\mu^2)$, which is 1.74 at 300 K; there the zero of $\mathrm{Re}\,\varepsilon$ moves to about 46 meV and the rounded edge gives $\mathrm{Im}\,\varepsilon\approx1.2$ at that frequency, so the plasmon is damped. Further digits are in the numerical output.

## 9. Anisotropic nodes and limits of use

For $H=\chi\sum_iv_i\sigma_ik_i$ with positive $v_i$, set $q_i=v_ik_i$. The energies are $\pm q$, the squared element for a field along $x$ is $v_x^2(1-n_x^2)$ with $\mathbf n=\mathbf q/q$, and $d^3k=d^3q/(v_xv_yv_z)$. The isotropic factor $v^2/v^3=1/v$ is replaced by

$$\frac1v\;\to\;\frac{v_x}{v_yv_z},\qquad \mathrm{Re}\,\sigma_{xx}=\frac{\omega\,v_x}{24\pi v_yv_z}.$$

The intraband curvature carries the same factor $v_x^2$, so the replacement holds in $\varepsilon_{\rm inter}$ and $\Omega^2$ as well.

A tilt adds a term proportional to the unit matrix. It leaves the interband matrix elements and $\Delta$ unchanged but makes the occupations depend on direction, so a doped node no longer has a single sharp edge. If the tilt velocity exceeds $v$, the occupations change for the undoped node as well and its conductivity falls below $\omega/(24\pi v)$. Nodes at different energies need their own $\mu$ and must be summed separately. Scattering broadens the edge and the intraband response, and the collisionless form requires $\omega$ well above the scattering rate. Band curvature limits the linear law from above, and interactions can change both the velocity and the matrix elements. In particular, nodes of opposite chirality come in pairs. For a pair at $k_z=\pm k_0$ with mass term $(k_z^2-k_0^2)/2m$ and $v=k_0/m$, the two cones merge at $\omega=vk_0$, and the linear law holds only well below that frequency; with $2k_0=0.04$ bohr$^{-1}$ and $v=0.2$ this is $0.004$ hartree, a tenth of the cutoff of Section 8, and $\mathrm{Re}\,\sigma_{xx}$ at $0.01$ hartree is about two thirds of the linear value. If time reversal is broken, an undoped pair also has a low-frequency Hall conductivity $2k_0/(4\pi^2)$, that is $|\varepsilon_{xy}|=2k_0/(\pi\omega)$, of order 10 at $0.0013$ hartree for the same separation. The scalar $\varepsilon$ used here describes only the diagonal part of the tensor.

## Values computed for the example and the checks

```
node velocity v = 0.200 a.u. = 4.3754e+05 m/s
number of nodes = 8; background eps_b = 10.0
cutoff wc = 0.0400 hartree; doped mu = 0.0020 hartree
Pauli edge 2|mu| = 0.0040 hartree
Re sigma per node at w = 0.01 hartree: 6.631456e-04 a.u.
Re sigma all nodes at w = 0.01 hartree: 5.305165e-03 a.u.
  the same = 2.4403e+04 S/m
Im sigma_inter all nodes, mu=0, same w: -4.573048e-03 a.u.
Im eps per node = 0.833333 (dimensionless)
Im eps all nodes = 6.666667 (dimensionless)
log prefactor N/(6 pi v) = 2.122066 (dimensionless)
rise of Re eps per decade down, mu=0: 9.7725
Re eps, dimensionless; w in hartree:
  w       undoped   doped inter  doped intra  doped total
  0.001   25.6548      9.9081     -33.9531     -14.0450
  0.003   20.9815     11.5148      -3.7726      17.7422
  0.005   18.7920     10.9600      -1.3581      19.6019
  0.010   15.7467      6.1167      -0.3395      15.7771
  0.020   12.3313      2.4180      -0.0849      12.3331
intraband weight, all nodes = 3.395305e-05 hartree^2
bare plasma frequency = 5.826925e-03 hartree
plasmon with eps_b only = 1.842635e-03 hartree
plasmon with interband log = 1.302675e-03 hartree
  the same = 35.448 meV
interband Re eps at the plasmon = 10.0081
test: absorbed energy, propagated/formula = 0.999773
test: largest relative error, dipole sum = 1.0e-07
test: largest relative error, principal values = 1.8e-15
test: smooth-cutoff difference of Re eps = 0.73625
test: logarithmic law for that difference = 0.73545
test: intraband weight, direct/formula = 0.9999998
```
